# Signed Pfaffians by Skew Tridiagonalization, and Why √det Fails

Take two superconducting rings of eight sites with the same many-body energies. One has a ground state with an odd number of fermions, the other with an even number. Both are described by a real skew-symmetric matrix, and in both cases the square root of its determinant is $25.5$ (in suitable units). The number that distinguishes them is the Pfaffian, which is $-25.5$ for the first and $+25.5$ for the second. A program that computes $\sqrt{\det A}$ therefore reports the wrong parity for one of them, however accurately it works.

The Pfaffian must be computed with its sign. Its definition is a sum with too many terms for large matrices, but elimination or reflection gives it in order $n^3$ operations, provided that each determinant of $-1$ is recorded.

## A matrix of order four

A skew-symmetric matrix satisfies $A^T=-A$, with the plain transpose even when $A$ is complex. Let its order be even, $n=2m$. A perfect matching divides the indices into pairs $(i_1,j_1),\dots,(i_m,j_m)$ with $i<j$ in each pair. The Pfaffian is

$$\mathrm{Pf}\,A=\sum_{\text{matchings}}\mathrm{sgn}(i_1j_1\dots i_mj_m)\prod_{l=1}^m a_{i_lj_l},$$

where sgn is the sign of the permutation that lists the pairs in a row. For $n=4$ there are three matchings. The lists $1234$, $1324$ and $1423$ need zero, one and two exchanges to be sorted, so

$$\mathrm{Pf}\,A=a_{12}a_{34}-a_{13}a_{24}+a_{14}a_{23}.$$

The example is

$$A=\begin{pmatrix}0&1&4&2\\-1&0&3&5\\-4&-3&0&6\\-2&-5&-6&0\end{pmatrix},\qquad \mathrm{Pf}\,A=1\cdot6-4\cdot5+2\cdot3=-8.$$

Its determinant is $64$, whose positive root is $+8$.

In general index 1 has $n-1$ possible partners, the next free index has $n-3$, and so on. The sum has $(n-1)(n-3)\cdots1$ terms, so another route is needed.

## The rule that carries the sign

For any square matrix $B$ of order $n$,

$$\mathrm{Pf}(BAB^T)=\det(B)\,\mathrm{Pf}\,A .$$

To prove it, extend the sum from matchings to all permutations $\sigma$. Exchanging the members of a pair changes both sgn and $a_{ij}$ by a sign; exchanging two whole pairs is an even permutation. Each matching is thus repeated $2^m m!$ times with the same value:

$$\mathrm{Pf}\,A=\frac1{2^mm!}\sum_\sigma \mathrm{sgn}(\sigma)\prod_{l=1}^m a_{\sigma(2l-1)\sigma(2l)} .$$

Insert $BAB^T$ and collect the factors of $B$:

$$\mathrm{Pf}(BAB^T)=\frac1{2^mm!}\sum_{k_1\dots k_n}\Big[\sum_\sigma\mathrm{sgn}(\sigma)\prod_{i=1}^nB_{\sigma(i)k_i}\Big]\prod_{l=1}^m a_{k_{2l-1}k_{2l}} .$$

The bracket is the determinant of the matrix made of columns $k_1,\dots,k_n$ of $B$. It vanishes if a column is repeated, and otherwise equals $\mathrm{sgn}(k)\det B$. What remains is $\det B$ times the permutation sum for $A$.

A second fact shortens the work. Suppose that the first row of $A$ has a single nonzero entry, $a_{12}=p$. Then only matchings that contain the pair $(1,2)$ contribute. That pair stands first in the list and does not affect the sign of the rest, so $\mathrm{Pf}\,A=p\,\mathrm{Pf}(A_{\text{rest}})$, where rows and columns 1 and 2 have been removed.

## Elimination by hand

The Parlett-Reid method produces such a row by Gaussian elimination applied equally to rows and columns. In the example the largest entry of the first row is $a_{13}=4$. To bring it next to the diagonal, exchange indices 2 and 3 in both rows and columns:

$$A_1=\begin{pmatrix}0&4&1&2\\-4&0&-3&6\\-1&3&0&5\\-2&-6&-5&0\end{pmatrix}.$$

The exchange matrix has determinant $-1$, so $\mathrm{Pf}\,A=-\mathrm{Pf}\,A_1$.

Now subtract $\tfrac14$ of row 2 from row 3 and $\tfrac12$ of row 2 from row 4, and do the same with the columns. This clears the first column below its second entry. The matrix that does it is unit triangular, with determinant 1. The entry $(3,4)$ becomes

$$5-\tfrac14\cdot6-\tfrac12\cdot3+\tfrac14\cdot\tfrac12\cdot0=2 .$$

The second term comes from the row operation, the third from the column operation, and the last contains the zero diagonal entry. The pivots are 4 and 2, and there was one exchange:

$$\mathrm{Pf}\,A=(-1)^1\cdot4\cdot2=-8 .$$

## Elimination in general

At some stage let the leading two rows of the remaining matrix be $(0,p,r^T)$ and $(-p,0,s^T)$, and let $C$ be the block behind them. Subtract $r_i/p$ times the second row from row $i$ of the block, and treat the columns likewise. The entry of row $i$ in the first column becomes $-r_i-(r_i/p)(-p)=0$. The entry of row $i$ in the second column was $-s_i$, so

$$C'_{ij}=C_{ij}-\frac{r_i}{p}s_j-\frac{r_j}{p}(-s_i),\qquad C'=C+\frac{s\,r^T-r\,s^T}{p}.$$

The procedure continues with $C'$. The vector $s$ need not be eliminated, because the expansion along the first row has already removed the second row and column. This is why it suffices to treat every other column.

If $s$ is nevertheless removed with multiples of the first row, $C'$ does not change, since that row now contains only $p$. Hence, when all pivots are nonzero, $A=BDB^T$, where $D$ consists of the blocks $\begin{pmatrix}0&p_k\\-p_k&0\end{pmatrix}$. Then $\mathrm{Pf}\,A=\det B\prod_kp_k$ and $\det A=(\det B)^2\prod_kp_k^2$, which proves

$$\det A=(\mathrm{Pf}\,A)^2 .$$

If even the largest candidate for a pivot is zero, the remaining matrix has a zero row, and both sides vanish.

## The same matrix by reflection

Householder reduction clears the column with a reflection. Below the diagonal the first column is $x=(-1,-4,-2)^T$, of length $\sqrt{21}$. Choose

$$v=x-\sqrt{21}\,e_1=(-1-\sqrt{21},\,-4,\,-2)^T,\qquad H=1-\frac{2vv^T}{v^Tv}.$$

The sign in $v$ is that of $x_1$, which avoids a subtraction of nearly equal numbers. The reflection gives $Hx=+\sqrt{21}\,e_1$. This is the column; the row entry has the opposite sign, so the first pivot is $-\sqrt{21}\approx-4.5826$.

Let $M$ be the block of $A$ with indices 2, 3, 4. With $v^Tv=2(21+\sqrt{21})$ and

$$Mv=\begin{pmatrix}0&3&5\\-3&0&6\\-5&-6&0\end{pmatrix}v=\begin{pmatrix}-22\\3\sqrt{21}-9\\5\sqrt{21}+29\end{pmatrix},$$

the update formula derived below gives the new entry $(3,4)$ of the full matrix:

$$6+\frac{-4(5\sqrt{21}+29)+2(3\sqrt{21}-9)}{21+\sqrt{21}}
=\frac{-8-8\sqrt{21}}{21+\sqrt{21}}=-\frac{8}{\sqrt{21}}\approx-1.7457 .$$

A reflection has determinant $-1$, so

$$\mathrm{Pf}\,A=(-1)^1\,(-\sqrt{21})\Big(-\frac8{\sqrt{21}}\Big)=-8 .$$

The pivots differ from those of elimination, and the signed product agrees.

## Reflection in general

Let $x$ be the column below the diagonal, possibly complex. Put $e^{i\varphi}=x_1/|x_1|$, or 1 if $x_1=0$, and

$$v=x+e^{i\varphi}\|x\|e_1,\qquad H=1-\beta vv^\dagger,\qquad \beta=\frac2{v^\dagger v}.$$

Direct multiplication gives $v^\dagger x=\|x\|^2+\|x\||x_1|$ and $v^\dagger v=2\|x\|^2+2\|x\||x_1|$. Therefore $\beta v^\dagger x=1$ and $Hx=x-v=-e^{i\varphi}\|x\|e_1$. The pivot in the row is the negative of this, $p=e^{i\varphi}\|x\|$. Since $H$ multiplies $v$ by $-1$ and leaves vectors orthogonal to $v$ unchanged, $\det H=-1$ in the complex case too.

The block $M$ behind the current row must be changed to $HMH^T$. The form $HMH^\dagger$ is not covered by the Pfaffian rule and need not even be skew-symmetric. With $w=\beta Mv^*$,

$$HMH^T=M-\beta vv^\dagger M-\beta Mv^*v^T+\beta^2v(v^\dagger Mv^*)v^T .$$

Skew symmetry gives $v^\dagger M=-(Mv^*)^T$, and $v^\dagger Mv^*=0$ because a scalar equals its own transpose. Thus

$$HMH^T=M+vw^T-wv^T .$$

If the column already has no entries beyond the first, no reflection is made and no sign is counted.

## The algorithm and its cost

For $k=1,3,5,\dots,n-1$:

1. Make the entry at $(k,k+1)$ the only nonzero one in the remaining part of row $k$, by a pivot exchange and elimination, or by a reflection.
2. Record that entry as a pivot $p$. If it is zero, return zero.
3. Add one to $f$ if two different indices were exchanged, or if a reflection was made.
4. Continue with the block behind indices $k$ and $k+1$.

The result is

$$\boxed{\mathrm{Pf}\,A=(-1)^f\prod_{k\ \mathrm{odd}}p_k}$$

For real $A$ stored in full, the elimination update of a block of order $q$ needs two outer products and two additions of matrices, or $4q^2$ operations. The orders are $q=n-2,n-4,\dots$, and the sum of $q^2$ over alternate integers up to $n$ is $n^3/6$ to leading order. The cost is $\tfrac23n^3$. A reflection also needs the product $Mv$, with about $2q^2$ operations, which raises the total to $n^3$. Counting the arithmetic of the running routines at $n=80$ gave 330,200 operations for elimination and 518,505 for reflection. The cubic coefficients extracted from counts at five sizes were 0.666667 and 1.000000.

For large $n$ the product itself may overflow. It is safer to accumulate the phase $(-1)^f\prod_k p_k/|p_k|$ and the sum $\sum_k\ln|p_k|$. In a test of order 200, $\log_{10}|\mathrm{Pf}\,A|=186.88$ and the sign was negative. The determinant, near $10^{374}$, exceeded the double-precision range and was returned as infinity. Logarithms cure the overflow of a determinant as well, but they do not restore the sign.

## What the determinant cannot know

Let $S$ exchange two indices. Since $S^T=S^{-1}$, the matrix $SAS^T$ is similar to $A$. It has the same eigenvalues and the same determinant, yet

$$\mathrm{Pf}(SAS^T)=-\mathrm{Pf}\,A .$$

For a nonzero Pfaffian, no function of the determinant can return both values, and neither can any function of the complete list of eigenvalues. The information lies in the ordered basis.

For complex matrices the principal square root chooses the value with non-negative real part. It therefore equals $\mathrm{Pf}\,A$ when $\mathrm{Re}\,\mathrm{Pf}\,A>0$ and $-\mathrm{Pf}\,A$ when $\mathrm{Re}\,\mathrm{Pf}\,A<0$, and the determinant does not tell which case holds. Among 400 random complex matrices of order six it had the wrong sign in 206. A rate near one half is expected: for independent, identically distributed entries, symmetric about zero, an index exchange, which only permutes the upper entries and reverses some of their signs, leaves the distribution unchanged, preserves the root and reverses the Pfaffian.

One may follow the root continuously along a path of matrices. As long as the Pfaffian does not vanish, this fixes the sign relative to the starting point, whose own sign must still be known. At a zero, continuity no longer decides: if a real Pfaffian $f$ passes through zero, both $f$ and $|f|$ are continuous roots of $f^2$.

## When the computed sign can be trusted

Let $A$ be real and invertible, with smallest singular value $\sigma_{\min}$, and let rounding or input errors amount to a real skew-symmetric change $E$. If $\|E\|_2<\sigma_{\min}$, the sign is safe. Along the path $A+xE$ with $0\le x\le1$, the smallest singular value is at least $\sigma_{\min}-x\|E\|_2>0$. The determinant therefore never vanishes, and the real, continuous Pfaffian cannot change sign.

The bound cannot be improved. A real orthogonal change of basis brings $A$ to $2\times2$ blocks, each with one singular value twice. Subtracting $c$ times the block with $\sigma_{\min}$ is a change of norm $c\,\sigma_{\min}$ and multiplies the Pfaffian by $1-c$. The computed ratios were $+0.01$ for $c=0.99$ and $-0.01$ for $c=1.01$. Near a singular matrix, then, the sign should be reported together with $\sigma_{\min}$.

## The sign as fermion parity

Let $\gamma_1,\dots,\gamma_{2N}$ be Hermitian Majorana operators with $\gamma_j\gamma_k+\gamma_k\gamma_j=2\delta_{jk}$, and $c_j=(\gamma_{2j-1}+i\gamma_{2j})/2$. Then $c_j^\dagger c_j=(1+i\gamma_{2j-1}\gamma_{2j})/2$, and the fermion parity is

$$P=\prod_j(1-2c_j^\dagger c_j)=\prod_j(-i\gamma_{2j-1}\gamma_{2j}).$$

A mean-field superconductor has $H=\frac i4\sum_{jk}A_{jk}\gamma_j\gamma_k$ with $A$ real and skew-symmetric. Write $A=O^T\Lambda O$, where $O$ is real orthogonal and $\Lambda$ has blocks $\begin{pmatrix}0&\varepsilon_j\\-\varepsilon_j&0\end{pmatrix}$ with $\varepsilon_j>0$. In terms of $\gamma'=O\gamma$,

$$H=\frac i2\sum_j\varepsilon_j\gamma'_{2j-1}\gamma'_{2j}=\sum_j\varepsilon_j\big(n'_j-\tfrac12\big).$$

The ground state has all $n'_j=0$, hence parity $P'=+1$ in the new operators. To return to the old ones, note that the $\gamma'_j$ anticommute, so their product equals its antisymmetrized average over all orders. Expanding in $\gamma_k$ produces the same column determinants as in the proof of the Pfaffian rule, and $\gamma'_1\cdots\gamma'_{2N}=\det(O)\,\gamma_1\cdots\gamma_{2N}$. So $P'=\det(O)P$, and the ground state has $P=\det O=\pm1$. On the other side, $\mathrm{Pf}\,A=\det(O)\prod_j\varepsilon_j$. Therefore

$$P_{\text{ground}}=\mathrm{sgn}\,\mathrm{Pf}\,A,\qquad |\mathrm{Pf}\,A|=\prod_j\varepsilon_j .$$

The root of the determinant retains only the product of the excitation energies and loses the parity. If some $\varepsilon_j=0$, ground states of both parities exist and the Pfaffian is zero.

## An eight-site Kitaev ring

Consider

$$H=-\mu\sum_j\big(c_j^\dagger c_j-\tfrac12\big)+\sum_js_j\big[-tc_j^\dagger c_{j+1}+\Delta c_jc_{j+1}+\text{h.c.}\big],$$

with real parameters. All $s_j=1$, except that the closing bond has $s_N=-1$ for an antiperiodic ring. Writing $a_j=\gamma_{2j-1}$ and $b_j=\gamma_{2j}$, multiplication gives, for $j\ne k$,

$$c_j^\dagger c_k+\text{h.c.}=\tfrac i2(a_jb_k-b_ja_k),\qquad c_jc_k+\text{h.c.}=\tfrac i2(a_jb_k+b_ja_k),$$

because the $aa$ and $bb$ products cancel against their conjugates. The entries of $A$ are thus $-\mu$ for $(a_j,b_j)$, $s_j(\Delta-t)$ for $(a_j,b_{j+1})$ and $s_j(\Delta+t)$ for $(b_j,a_{j+1})$, with opposite signs in the transposed places.

A clean ring offers an independent value. The closing bond amounts to the condition $c_{N+1}=s_Nc_1$, so the allowed momenta are $k=2\pi m/N$ for the periodic ring and $k=(2m+1)\pi/N$ for the antiperiodic ring, with integer $m$. With $c_j=N^{-1/2}\sum_ke^{ikj}c_k$ and $\xi_k=-\mu-2t\cos k$, each pair $(k,-k)$ with $0<k<\pi$ has

$$H_k=\xi_k(n_k+n_{-k}-1)+(2i\Delta\sin k\,c_{-k}c_k+\text{h.c.}).$$

Its two odd states have energy 0. Its even states, empty and doubly occupied, mix to energies $\pm E_k$, with $E_k^2=\xi_k^2+4\Delta^2\sin^2k$. The lowest state is even, and two excitations cost $E_k$ each, so the pair contributes $+E_k^2$ to the Pfaffian. A momentum 0 or $\pi$ is its own partner and has $H_k=\xi_k(n_k-\frac12)$, which contributes $\xi_k$ with its sign. Hence

$$\mathrm{Pf}\,A=\prod_{k=0,\pi\ \text{if present}}\xi_k\prod_{0<k<\pi}E_k^2 .$$

Take $N=8$, $t=1$, $\Delta=0.5$, $\mu=1$ and periodic closure, with energies in units of $t$. Then $\xi_0=-3$ and $\xi_\pi=1$. The factors for $k=\pi/4$ and $3\pi/4$ are $3.5\pm2\sqrt2$, with product $4.25$, and $k=\pi/2$ gives 2. So $\mathrm{Pf}\,A=-3\cdot1\cdot4.25\cdot2=-25.5$. Elimination made seven exchanges and Householder reduction seven reflections. Without the factor $(-1)^7$, either would have returned $+25.5$.

Across $\mu=2t$ the periodic ring gives:

| $\mu/t$ | Pf$\,A/t^8$ | $\sqrt{\det A}/t^8$ | parity | gap$/t$ |
|---|---|---|---|---|
| 1.0 | −25.50 | 25.50 | −1 | 0.819 |
| 1.9 | −15.20 | 15.20 | −1 | 0.100 |
| 2.1 | +27.66 | 27.66 | +1 | 0.100 |
| 3.0 | +3012.5 | 3012.5 | +1 | 1.000 |

The parities and gaps come from diagonalizing the full many-body Hamiltonian. At $\mu=1.9$ and $2.1$ the gap is $|\xi_\pi|=0.1$ on both sides, and the positive roots at these two values do not show that the parity has changed; the root vanishes at $\mu=2t$ and is positive on either side.

Since a different ordering of the Majorana operators can reverse one Pfaffian, the topological invariant is better formed from two rings written in the same ordering:

$$\nu=\mathrm{sgn}\big(\mathrm{Pf}\,A_{\text{periodic}}\,\mathrm{Pf}\,A_{\text{antiperiodic}}\big)=\mathrm{sgn}(\xi_0\xi_\pi)=\mathrm{sgn}(\mu^2-4t^2).$$

The momentum 0 occurs only in the periodic ring, and $\pi$ occurs only in the periodic ring for even $N$ and only in the antiperiodic ring for odd $N$. Each therefore enters the product once, and every other factor is positive when the spectrum is gapped. A reordering multiplies both Pfaffians by the same $\pm1$. For $\Delta\ne0$ the value $\nu=-1$, that is $|\mu|<2|t|$, marks the topological phase. At $\Delta=0$ a finite ring can still give $\nu=-1$, but $E_k=|\xi_k|$ then vanishes at some $k$ in the limit of a long ring, so there is no gap and $\nu$ marks no such phase.

The second ring of the opening paragraph follows from the case $\mu=1$ by exchanging $\gamma_1$ and $\gamma_2$, which replaces $c_1$ by $ic_1^\dagger$. This particle-hole exchange on one site leaves the ground-state energy at $-6.749\,t$ and changes the parity from $-1$ to $+1$.

With a random $\mu_j$ on each site, the momentum formula is lost but the parity rule remains. In 30 disordered periodic rings of six sites, with $\mu_j$ drawn uniformly between 0 and $4t$, both algorithms reproduced the parity from many-body diagonalization; 28 ground states were odd and two were even. The numerical check printed below includes these cases.

## Numbers as computed

```
4x4 upper entries a12 a13 a14 a23 a24 a34: 1 4 2 3 5 6
4x4 Pfaffian from matchings: -8.000000
4x4 sqrt(det): 8.000000
4x4 Parlett-Reid pivots: 4.000000 2.000000  swaps: 1
4x4 Householder vector v: -5.582576 -4.000000 -2.000000
4x4 Householder pivots: -4.582576 -1.745743  reflections: 1
4x4 upper entries after reflection: -4.582576 0.000000 0.000000 -1.475880 -8.048239 -1.745743
Parlett-Reid operations at n = 16, 32, 48, 64, 80: 2296 20080 69736 167648 330200
Parlett-Reid leading coefficient of n^3: 0.666667
Householder operations at n = 16, 32, 48, 64, 80: 4361 33825 112953 266321 518505
Householder leading coefficient of n^3: 1.000000
order 200: sign of Pf -1, log10|Pf| 186.8772
order 200: determinant in double precision: inf
complex 6x6 samples: 400, principal root has wrong sign in: 206
perturbation norm 0.99 sigma_min: Pf ratio +0.010000
perturbation norm 1.01 sigma_min: Pf ratio -0.010000
ring: N = 8 sites, t = 1, delta = 0.5 (units of t)
mu = 1.0 t periodic: Pf -25.500000 t^8, sqrt(det) 25.500000 t^8, parity -1, gap 0.819496 t
mu = 1.0 t antiperiodic: Pf +25.765625 t^8, invariant -1
mu = 1.9 t periodic: Pf -15.196031 t^8, sqrt(det) 15.196031 t^8, parity -1, gap 0.100000 t
mu = 1.9 t antiperiodic: Pf +36.069594 t^8, invariant -1
mu = 2.1 t periodic: Pf +27.655493 t^8, sqrt(det) 27.655493 t^8, parity +1, gap 0.100000 t
mu = 2.1 t antiperiodic: Pf +78.921118 t^8, invariant +1
mu = 3.0 t periodic: Pf +3012.500000 t^8, sqrt(det) 3012.500000 t^8, parity +1, gap 1.000000 t
mu = 3.0 t antiperiodic: Pf +3063.765625 t^8, invariant +1
mu = 1.0 t, original: Pf -25.500000 t^8, parity -1, E0 -6.749346 t
mu = 1.0 t, two Majoranas swapped: Pf +25.500000 t^8, parity +1, E0 -6.749346 t
mu = 1.0 t Parlett-Reid swaps: 7  Householder reflections: 7
disordered 6-site rings, mu_j uniform in 0 to 4 t: 30, odd parity: 28
```
